Why one gated target outlives the independent-gate prediction among many ligands

Multiply the survival probabilities of separate ligands when they all face the same gate, and the predicted lifetime of the target can be wrong by a large factor. In the model liquid used below, that product gives a mean lifetime of 32 ns, while the shared gate gives about 70 ns. At ten times the ligand concentration the two values are 3 ns and about 40 ns. The error does not come from the motion of a single ligand, which both calculations treat in the same way. It comes from forgetting that when the target is closed, it is closed to every ligand at once.

Consider a fixed target that is used up by its first reaction. Around it, in a volume V, are N identical ligands that do not interact. Their starting positions are independent of one another and of the gate. The gate is described by a history h(t), equal to 1 when the target is open and 0 when it is closed, and no ligand influences it. The symbol E[…] denotes an average over gate histories.

Fix one history h. Let p(t|h) be the probability that a given ligand has not reacted by time t, averaged over its starting position and its motion. To define this for every ligand, imagine that the target is not used up, so that each ligand continues whatever the others do. The real and the imagined process agree until the first reaction, so the real target survives to time t if no ligand has reacted in the imagined one. With h fixed, the ligands are independent, and the survival probability of the target is p(t|h)ᴺ. The history is the same for all ligands, so it is averaged after the product has been formed:

S_common(t) = E[p(t|h)ᴺ].

The independent treatment gives each ligand its own gate, with the same statistics and the same starting distribution. The average is then taken separately in each factor:

S_ind(t) = (E[p(t|h)])ᴺ.

This second expression would be right if the gates belonged to the ligands, for example if each ligand switched between a reactive and an unreactive form. For N = 1 the two expressions coincide, so the survival probability of a target with a single ligand cannot tell them apart.

The order of the two follows from the convexity of xᴺ, which is the content of Jensen's inequality. To prove it here, write x = p(t|h) and m = E[x], both between 0 and 1. The difference of two powers factorizes as

xᴺ − mᴺ = (x − m) Σⱼ xʲ mᴺ⁻¹⁻ʲ,  j = 0, …, N − 1.

The sum has N terms. Subtracting N mᴺ⁻¹(x − m) therefore removes mᴺ⁻¹ from each of them:

xᴺ − mᴺ − N mᴺ⁻¹(x − m) = Σⱼ mᴺ⁻¹⁻ʲ (x − m)(xʲ − mʲ).

For non-negative x and m, the factors x − m and xʲ − mʲ never have opposite signs, so every term on the right is non-negative. Now average over histories. The linear term on the left vanishes because E[x − m] = 0, and what remains is

E[xᴺ] − mᴺ ≥ 0,  that is,  S_common(t) ≥ S_ind(t).

The term with j = 1 says more. For N ≥ 2 its average is mᴺ⁻² Var(p), and the other terms cannot reduce the sum, so

S_common(t) − S_ind(t) ≥ mᴺ⁻² Var(p).

The inequality is thus strict whenever p(t|h) varies from one history to another. Nothing in the proof requires the gate to have two states or to lack memory; h may be any random history that the ligands do not affect.

If τ is the time of the reaction, the survival probability is S(t) = P(τ > t). Since τ is the integral over t of a function equal to 1 for t < τ and 0 afterwards, the mean lifetime is

T = E[τ] = ∫₀^∞ S(t) dt,

where this one average covers the ligand motion as well. Integrating the inequality for S gives T_common ≥ T_ind. If T_ind is finite and S_common exceeds S_ind over some interval of time, the lifetime inequality is strict too.

A small lattice shows the theorem at work without any approximation for large volumes. Three ligands move on a line of three sites, hopping to a neighbouring site at unit rate. A ligand on one end site reacts at unit rate if the gate is open. The gate opens at rate 0.3, closes at rate 0.5 and starts in its stationary state; each ligand starts on a random site. At time 2.4, solving the joint process of gate and ligands gives a survival probability of 0.6075. Summing p³ over 16384 gate histories, with the gate held constant in each of 14 time slices, gives 0.6082. The small difference is due to the finite slices, and the agreement supports the step in which independence was used at fixed h. Independent gates give 0.5429. The mean lifetimes are 5.583 with a common gate and 4.235 with independent gates, in units of the inverse hop rate.

The condition that ligands do not interact is needed. Keep the same lattice, hold the gate permanently open, and use two ligands that cannot occupy the same site. At time 2.4 the survival probability is 0.2758, below the value 0.3250 for two free ligands. There is no gate average here to raise the survival. At the start the mean number of ligands on the reactive site is 2/3 in both cases, so the initial reaction rates are equal. But free ligands are sometimes both on that site, and so they leave it empty more often: with probability (2/3)² = 4/9, against 1/3 with exclusion. While the site is empty, the target is safe. The product rule can therefore err in the opposite direction when ligands repel and the effect of the gate is absent, as here, or too weak to outweigh the repulsion. If the ligands alter the gate, the proof also loses its first step, and the sign of the error is not fixed by this argument.

A moving target, by contrast, can be included. Its motion makes the relative motions of the ligands correlated, but if the ligands do not influence its path, that path can be made part of the history h. The proof then applies unchanged to a comparison in which each ligand is given its own copy of both the gate and the target path. The calculations below keep the target fixed.

In a liquid, N and V are large and the concentration c = N/V is finite. Define the reacted volume Q(t|h) by

p(t|h) = 1 − Q(t|h)/V.

For one ligand placed at random in V, Q/V is the probability of having reacted. As V grows at fixed c, (1 − Q/V)ᴺ tends to exp(−cQ). Since these quantities lie between 0 and 1, the limit may be taken inside the average, and

S_common = E[exp(−cQ)],  S_ind = exp(−cE[Q]).

The inequality survives the limit. With q = E[Q] and the elementary bound e⁻ʸ ≥ 1 − y,

exp(−cQ) = exp(−cq) exp[−c(Q − q)] ≥ exp(−cq)[1 − c(Q − q)],

and averaging removes the last term.

The size of the gap at a fixed time follows by expanding the same factor:

S_common/S_ind = E[exp(−c(Q − q))] = 1 + c² Var(Q)/2 + O(c³).

The logarithm of this ratio has the same leading term:

ln(S_common/S_ind) = c² Var(Q)/2 + O(c³).

The effect thus begins at second order in concentration: it takes two ligands to notice that they share a gate.

To evaluate it, take a gate that opens at rate a and closes at rate b, and set

λ = a + b,  p_o = a/λ,  p_c = b/λ.

Here p_o and p_c are the stationary probabilities of the open and closed states, and the gate starts in this stationary state from now on. First let the liquid be well mixed, so that the ligand density at the target never becomes depleted. With contact rate constant k₀ in the open state, Q = k₀Θ, where Θ = ∫₀ᵗ h dt′ is the total open time.

Let P(u) be the probability that a gate open now is open after a delay u. It obeys dP/du = a(1 − P) − bP = a − λP with P(0) = 1, so P(u) = p_o + p_c e^(−λu). Multiplying by the probability p_o of being open at the first time and subtracting p_o², the covariance of h at two times separated by u is p_o p_c e^(−λu). In the double time integral for the variance, each delay u occurs with weight 2(t − u), hence

Var(Θ) = 2p_o p_c ∫₀ᵗ (t − u)e^(−λu) du
 = 2p_o p_c (λt − 1 + e^(−λt))/λ².

The example has a = 0.02 ns⁻¹ and b = 0.06 ns⁻¹, so λ = 0.08 ns⁻¹, p_o = 0.25 and p_c = 0.75. At t = 50 ns, λt = 4 and Var(Θ) = 176.9 ns². Write κ = ck₀ for the total reaction rate while the gate is open. For κ = 10⁻⁴ ns⁻¹ the formula κ² Var(Θ)/2 gives a logarithmic gap of 8.843 × 10⁻⁷, and solving the two-state process gives 8.839 × 10⁻⁷. For κ = 0.2 ns⁻¹, however, the leading term would be 0.04 × 176.9/2 = 3.5, while cE[Q] = κp_o t = 2.5. Keeping that term alone in the logarithm would give a survival probability above 1. The logarithmic expansion cut off after its first term is then useless, although the inequality still holds.

The well-mixed lifetimes can be found in closed form. Let τ_o and τ_c be the mean lifetimes of a target that starts open or closed. A closed target waits a mean time 1/a and then becomes an open one. An open target waits a mean time 1/(κ + b), after which it closes with probability b/(κ + b) and otherwise reacts. Therefore

τ_c = 1/a + τ_o,
(κ + b)τ_o = 1 + bτ_c.

Inserting the first equation in the second cancels bτ_o on both sides and leaves κτ_o = 1 + b/a = 1/p_o. The stationary average is

T_common = p_o τ_o + p_c τ_c = τ_o + p_c/a = 1/(κp_o) + p_c/a.

For independent gates, cE[Q] = κp_o t, and integrating the exponential gives

T_ind = 1/(κp_o).

The excess p_c/a is the probability of finding the target closed multiplied by the mean wait for its first opening. It does not depend on concentration. With κ = 0.2 ns⁻¹, T_ind = 1/(0.2 × 0.25) = 20 ns and p_c/a = 0.75/0.02 = 37.5 ns, so T_common = 57.5 ns. If both gate rates are raised a hundredfold, p_o and T_ind are unchanged but the common lifetime drops to 20.375 ns. A fast gate averages itself out before the target reacts. At low concentration the ratio T_common/T_ind = 1 + κp_o p_c/a also tends to 1, although the difference in nanoseconds remains.

Diffusion adds a depletion of ligands near the target. Let ρ(r,t|h) be the ligand density divided by its bulk value, with ρ = 1 initially. For contact radius R and ligand diffusion constant D,

∂ρ/∂t = D∇²ρ,  4πR²D ∂ρ/∂r = k₀hρ at r = R.

The boundary condition equates the diffusive flow into the target with the reaction rate. One ligand in V has probability density ρ/V, so its probability of having reacted is the time integral of k₀hρ(R,t|h)/V. Consequently

Q(t|h) = ∫₀ᵗ k₀h(t′)ρ(R,t′|h) dt′.

For the independent treatment E[Q] is enough. Define ρ_o = E[hρ] and ρ_c = E[(1 − h)ρ]. The density at time t depends on the gate only up to t, and the next switch has a rate independent of the earlier history. These averages therefore obey

∂ρ_o/∂t = D∇²ρ_o + aρ_c − bρ_o,
∂ρ_c/∂t = D∇²ρ_c − aρ_c + bρ_o.

With k_D = 4πRD, the conditions at contact are k_D R ∂ρ_o/∂r = k₀ρ_o and ∂ρ_c/∂r = 0.

The sum σ = ρ_o + ρ_c and the imbalance δ = p_cρ_o − p_oρ_c separate the equations. The exchange terms cancel in σ. In δ they combine to aρ_c − bρ_o = −λδ, because a = λp_o and b = λp_c. Thus

∂σ/∂t = D∇²σ,  ∂δ/∂t = D∇²δ − λδ,

with σ = 1 and δ = 0 initially and far away. Let a hat denote the Laplace transform with variable s. The solutions that approach these values far away are

σ̂ = 1/s − A(R/r)e^(−α(r−R)),  α = √(s/D),
δ̂ = −B(R/r)e^(−β(r−R)),  β = √((s + λ)/D).

Let J(s) be the transform of dE[Q]/dt, so J = k₀ρ̂_o(R). The slopes at contact are A(1 + αR)/R and B(1 + βR)/R. Since ρ_c has zero slope there, the flow belonging to σ is J and that belonging to δ is p_cJ:

k_D(1 + αR)A = J,  k_D(1 + βR)B = p_cJ.

From p_o + p_c = 1 it follows that ρ_o = p_oσ + δ. At contact this reads

J/k₀ = p_o/s − p_oA − B.

Substituting A and B and collecting the terms in J gives

J(s) = (p_o/s) / {1/k₀ + p_o/[k_D(1 + αR)] + p_c/[k_D(1 + βR)]}.

The long-time rate constant is the limit of sJ(s) as s → 0:

k_ss = p_o / {1/k₀ + p_o/k_D + p_c/[k_D(1 + R√(λ/D))]}.

The last term in the braces contains the gate speed. A faster gate makes it smaller and so raises the rate constant: the imbalance between open and closed densities decays before it can spread far from the target.

For the worked example, R = 1 nm, D = 1 nm²/ns and k₀ = 10 nm³/ns, with the gate rates above and c = 0.02 nm⁻³. These are round model parameters; D is of the rough size expected for a small molecule in a mobile liquid. They give k_D = 12.566 nm³/ns and R√(λ/D) = 0.283. The three terms in the braces are 0.1000, 0.0199 and 0.0465 ns/nm³, so k_ss = 0.25/0.1664 = 1.502 nm³/ns. This rate constant alone would give a lifetime 1/(ck_ss) = 33.3 ns. The full E[Q] gives T_ind = 32.3 ns, slightly less, because the reaction starts from an undepleted liquid with the larger rate constant p_ok₀ = 2.5 nm³/ns.

The common-gate survival needs the whole distribution of Q. It was obtained by solving the radial diffusion equation for 4000 random gate histories and averaging exp(−cQ). The gate was held constant within steps of 0.5 ns; the uncertainties below are standard errors of sampling and do not include the effect of that step. At 100 ns, E[Q] = 152.69 nm³, so S_ind = exp(−0.02 × 152.69) = 0.047, whereas S_common = 0.250 ± 0.005. At 200 ns the values are 0.0023 and 0.068 ± 0.003, a ratio of about 30. Late survivors come disproportionately from histories with little open time, and their weight is lost when Q is replaced by its mean.

The mean lifetime with the common gate is 69.8 ± 0.9 ns, a little over twice T_ind. Sampling ended at 600 ns, when the survival probability was 3.9 × 10⁻⁴. If the decay time of about 77 ns inferred from the values at 100 and 200 ns persists, the missing tail adds about 0.03 ns, well below the sampling error.

Part of the well-mixed result carries over to diffusion. While the target is closed its surface reflects ligands, so an initially uniform liquid remains uniform until the first opening. A target that starts closed therefore waits a mean time 1/a and then has the same prospects as one that starts open. If τ_o now denotes the mean lifetime for an open start in a uniform liquid,

T_common = p_c/a + τ_o.

The waiting term is 37.5 ns, whatever the concentration. The same reasoning gives S_common(t) ≥ p_c e^(−at), the probability that the gate stays closed throughout. At 200 ns this bound is 0.75e⁻⁴ = 0.014, below the sampled 0.068, as it must be.

Now raise the concentration with all other parameters held fixed. At 0.05 nm⁻³ the common and independent lifetimes are 50.7 ± 0.9 and 12.7 ns; at 0.20 nm⁻³ they are 41.3 ± 0.8 and 3.0 ns, a ratio of 13 to 14 given the sampling error. For the three concentrations in rising order, the differences are 37.5, 38.0 and 38.3 ns, each within about one standard error of p_c/a. This does not show that τ_o equals T_ind in the diffusive model: a difference of about a nanosecond between them could be hidden by the sampling error. The three values also share the same gate histories and are not independent pieces of evidence.

The limit of high concentration is clear within the model. For any t > 0, E[Q] is positive, so S_ind = exp(−cE[Q]) tends to zero and T_ind does too. An open start likewise gives Q > 0 at every later time, so τ_o tends to zero and T_common tends to p_c/a. More ligands shorten the search for an open target, but they cannot open a closed one. With independent gates, by contrast, enough ligands ensure that some nearby ligand finds its own gate open.

Real ligands set a limit to this comparison. The mean number of ligand centres in a sphere of radius R, c·4πR³/3, is 0.084 at the lowest concentration and ten times that, 0.84, at the highest. Whether ligands can be treated as non-interacting at such a concentration depends on their size and on the forces between them, which the model does not specify, and the exclusion example shows that interactions can shift the survival in the opposite direction. The ratio of 13 to 14 is therefore a property of ideal ligands. The waiting time is less sensitive to crowding: as long as the ligands do not alter the gate and cannot react while it is closed, p_c/a remains a lower bound on the mean lifetime. The numerical output lists the survival values and lifetimes used here.

Computed results

```
Lattice: 3 sites, 3 ligands, time 2.4 (1/hop rate)
Lattice rates/hop rate: react 1.0, open 0.3, close 0.5
Lattice S common, joint process: 0.6075
Lattice S common, sum over 16384 gate histories: 0.6082
Lattice S independent gates: 0.5429
Lattice lifetime common: 5.583 (1/hop rate)
Lattice lifetime independent: 4.235 (1/hop rate)
Always open, 2 ligands: S exclusion 0.2758, S free 0.3250
R = 1.0 nm, D = 1.0 nm^2/ns, k0 = 10.0 nm^3/ns
a = 0.02 1/ns, b = 0.06 1/ns, c = 0.02 nm^-3
p_open = 0.250, p_closed = 0.750, a+b = 0.080 1/ns
k_D = 12.566 nm^3/ns, steady gated k = 1.502 nm^3/ns
c*4*pi*R^3/3 = 0.084 (dimensionless)
Well mixed: kappa = c*k0 = 0.200 1/ns
Well-mixed lifetime common = 57.50 ns, independent = 20.00 ns
Well-mixed excess p_closed/a = 37.50 ns
Gate 100 times faster: common 20.375 ns, independent 20.000 ns
Variance of open time at 50 ns = 176.9 ns^2
Small-kappa test: kappa = 1.0e-04 1/ns, log gap = 8.8389e-07
Small-kappa variance formula for log gap = 8.8427e-07
Diffusion: 4000 gate histories, step 0.5 ns, end 600 ns
t = 20 ns: E[Q] = 31.39 nm^3, S common = 0.6953 +/- 0.0057, S independent = 0.5338
t = 50 ns: E[Q] = 76.99 nm^3, S common = 0.4739 +/- 0.0063, S independent = 0.2144
t = 100 ns: E[Q] = 152.69 nm^3, S common = 0.2496 +/- 0.0053, S independent = 0.0472
t = 200 ns: E[Q] = 303.74 nm^3, S common = 0.0680 +/- 0.0029, S independent = 0.0023
c = 0.02 nm^-3: T common = 69.8 +/- 0.9 ns, T independent = 32.34 ns, ratio = 2.16
c = 0.05 nm^-3: T common = 50.7 +/- 0.9 ns, T independent = 12.66 ns, ratio = 4.01
c = 0.20 nm^-3: T common = 41.3 +/- 0.8 ns, T independent = 2.98 ns, ratio = 13.84
S common at end of sampling, c = 0.02 nm^-3: 3.9e-04
```
